# Reciprocal-space forms of GTH local potentials and HGH projectors: verification in Python

```python
"""
Result under test: Gaussian pseudopotential terms have closed transforms.
With P(l,m,x) = sum_k (-1)^k C(m,k) (2l+2m+1)!!/(2l+2k+1)!! x^(2k):
  r^(l+2m) exp(-r^2/2)  ->  q^l P(l,m,q) exp(-q^2/2)
under H_l f(q) = sqrt(2/pi) * integral r^2 j_l(q r) f(r) dr.
This follows from r^l L_n^(l+1/2)(r^2) exp(-r^2/2) being an eigenfunction
of H_l with eigenvalue (-1)^n.  The ionic term -Z erf(r/(sqrt(2) s))/r
has the transform -4 pi Z exp(-G^2 s^2/2)/G^2.
Symbols: l angular momentum, i = m+1 projector index, s local radius,
Z ionic charge, C local coefficients, q and G wavevectors.
Hartree atomic units throughout.
"""
import math
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, eval_genlaguerre, gamma, spherical_jn


def legendre_grid(a, b, n=400):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * nodes + 0.5 * (a + b), 0.5 * (b - a) * weights


def odd_factorial(n):
    return math.prod(range(1, n + 1, 2))


def coefficient(l, m, k):
    return ((-1) ** k * math.comb(m, k)
            * (odd_factorial(2 * l + 2 * m + 1) // odd_factorial(2 * l + 2 * k + 1)))


def polynomial(l, m, x):
    return sum(coefficient(l, m, k) * x ** (2 * k) for k in range(m + 1))


U, WU = legendre_grid(0.0, 16.0)


def hankel(l, values, q):
    """Direct quadrature of H_l for a function sampled on the grid U."""
    kernel = spherical_jn(l, np.outer(np.atleast_1d(q), U))
    return math.sqrt(2 / math.pi) * (kernel @ (WU * U**2 * values))


def projector(l, i, width, r):
    power = l + 2 * (i - 1)
    norm = math.sqrt(2 / gamma(power + 1.5)) / width ** (power + 1.5)
    return norm * r**power * np.exp(-0.5 * (r / width) ** 2)


def prefactor(l, i, width):
    return 4 * math.pi**1.5 * width**1.5 / math.sqrt(gamma(l + 2 * i - 0.5))


def projector_closed(l, i, width, q):
    x = q * width
    return prefactor(l, i, width) * x**l * polynomial(l, i - 1, x) * np.exp(-x**2 / 2)


def projector_direct(l, i, width, q):
    r, w = width * U, width * WU
    kernel = spherical_jn(l, np.outer(np.atleast_1d(q), r))
    return 4 * math.pi * (kernel @ (w * r**2 * projector(l, i, width, r)))


# Power series of the spherical Bessel function.
for l in range(4):
    for z in (0.7, 2.5):
        series = z**l * sum((-z * z / 2) ** k / (math.factorial(k)
                            * odd_factorial(2 * l + 2 * k + 1)) for k in range(30))
        assert abs(series - spherical_jn(l, z)) < 1e-12

# Transform of a Gaussian with arbitrary exponent, and the eigenfunctions.
q_test = np.array([0.3, 1.0, 1.9, 3.2, 4.5])
eigen_error = 0.0
for l in range(4):
    for a in (0.6, 1.7):
        direct = hankel(l, U**l * np.exp(-a * U**2 / 2), q_test)
        closed = a ** (-l - 1.5) * q_test**l * np.exp(-q_test**2 / (2 * a))
        assert np.allclose(direct, closed, rtol=1e-9, atol=1e-11)
    for n in range(5):
        def eigenfunction(r):
            return r**l * eval_genlaguerre(n, l + 0.5, r**2) * np.exp(-r**2 / 2)
        scale = np.max(np.abs(eigenfunction(U)))
        error = hankel(l, eigenfunction(U), q_test) - (-1) ** n * eigenfunction(q_test)
        eigen_error = max(eigen_error, np.max(np.abs(error)) / scale)
assert eigen_error < 1e-10

# Laguerre generating function, for both signs of its parameter.
for t in (0.3, -0.3):
    for alpha in (0.5, 2.5):
        y0 = 1.8
        total = sum(t**n * eval_genlaguerre(n, alpha, y0) for n in range(70))
        assert abs(total - (1 - t) ** (-alpha - 1) * math.exp(-t * y0 / (1 - t))) < 1e-11

# Exact algebra: monomial expansion, sign cancellation and resummation.
y, X = sp.symbols("y x")
for l in range(4):
    alpha = sp.Rational(2 * l + 1, 2)
    for m in range(4):
        terms = [sp.factorial(m) * sp.binomial(m + alpha, m - n)
                 * sp.assoc_laguerre(n, alpha, y) for n in range(m + 1)]
        monomial = sum((-1) ** n * term for n, term in enumerate(terms))
        assert sp.expand(monomial - y**m) == 0
        transformed = sp.expand(sum(terms))
        resummed = 2**m * sp.factorial(m) * sp.assoc_laguerre(m, alpha, y / 2)
        assert sp.expand(transformed - resummed) == 0
        explicit = sum(coefficient(l, m, k) * y**k for k in range(m + 1))
        assert sp.expand(transformed - explicit) == 0

# Full three-dimensional Fourier integrals, including the phase (-i)^l.
h, wh = np.polynomial.hermite.hermgauss(48)
hx, hy, hz = np.meshgrid(h, h, h, indexing="ij")
weight3 = wh[:, None, None] * wh[None, :, None] * wh[None, None, :]
solid_harmonics = [
    lambda a, b, c: math.sqrt(1 / (4 * math.pi)) + 0 * a,
    lambda a, b, c: math.sqrt(3 / (4 * math.pi)) * c,
    lambda a, b, c: math.sqrt(15 / (4 * math.pi)) * a * b,
    lambda a, b, c: math.sqrt(105 / (4 * math.pi)) * a * b * c,
]
direction = np.array([1.0, 2.0, 2.0]) / 3
cubature_error = 0.0
for l, harmonic in enumerate(solid_harmonics):
    for i in (1, 2, 3):
        width, q = 0.5, 3.0
        step = math.sqrt(2) * width
        rx, ry, rz = step * hx, step * hy, step * hz
        power = l + 2 * (i - 1)
        norm = math.sqrt(2 / gamma(power + 1.5)) / width ** (power + 1.5)
        phase = np.exp(-1j * q * (direction[0] * rx + direction[1] * ry + direction[2] * rz))
        r_squared = rx**2 + ry**2 + rz**2
        integral = step**3 * np.sum(weight3 * norm * r_squared ** (i - 1)
                                    * harmonic(rx, ry, rz) * phase)
        expected = (-1j) ** l * harmonic(*direction) * projector_closed(l, i, width, q)
        cubature_error = max(cubature_error, abs(integral - expected))
assert cubature_error < 1e-9

# Model ion with round parameters.
Z, s = 4.0, 0.5
C = [-6.0, 1.0, -0.2, 0.02]
widths = [0.4, 0.5, 0.6]
G = 3.0


def ionic_closed(g):
    return -4 * math.pi * Z * math.exp(-(g * s) ** 2 / 2) / g**2


def short_closed(g):
    x = g * s
    return [(2 * math.pi) ** 1.5 * s**3 * math.exp(-x * x / 2) * c * polynomial(0, m, x)
            for m, c in enumerate(C)]


def local_plus_coulomb_direct(g):
    """Quadrature for V(r) + Z/r, which decays like a Gaussian."""
    r, w = s * U, s * WU
    v = Z * erfc(U / math.sqrt(2)) / r
    v = v + np.exp(-U**2 / 2) * sum(c * U ** (2 * m) for m, c in enumerate(C))
    return 4 * math.pi * np.sum(w * r**2 * spherical_jn(0, g * r) * v)


# The error function as a superposition of Gaussians.
for r0 in (0.2, 0.9, 2.5):
    mix = quad(lambda t: math.exp(-(r0 * t) ** 2 / 2), 0, 1 / s)[0]
    assert abs(math.sqrt(2 / math.pi) * mix - erf(r0 / (math.sqrt(2) * s)) / r0) < 1e-11

# Ionic term by damped integrals, extrapolated to zero damping.
panel_nodes, panel_weights = legendre_grid(0.0, 0.5, 12)
r_long = (0.5 * np.arange(6400)[:, None] + panel_nodes).ravel()
w_long = np.tile(panel_weights, 6400)
dampings = [0.2, 0.1, 0.05, 0.025, 0.0125]


def ionic_damped_limit(g):
    base = w_long * np.sin(g * r_long) * erf(r_long / (math.sqrt(2) * s))
    limit = 0.0
    for mu in dampings:
        lagrange = math.prod(nu / (nu - mu) for nu in dampings if nu != mu)
        limit += lagrange * np.sum(base * np.exp(-mu * r_long))
    return -4 * math.pi * Z / g * limit


# The tolerance reflects the finite order of the damping extrapolation.
for g in (1.5, G):
    assert abs(ionic_damped_limit(g) / ionic_closed(g) - 1) < 1e-6

# Complete local potential and its finite part at zero wavevector.
for g in (0.5, 1.5, G, 6.0):
    direct = local_plus_coulomb_direct(g) - 4 * math.pi * Z / g**2
    assert abs(direct - ionic_closed(g) - sum(short_closed(g))) < 1e-9
finite_ionic = 2 * math.pi * Z * s**2
finite_short = (2 * math.pi) ** 1.5 * s**3 * (C[0] + 3 * C[1] + 15 * C[2] + 105 * C[3])
finite_direct = local_plus_coulomb_direct(0.0)
assert abs(finite_ionic + finite_short - finite_direct) < 1e-9

print("Polynomials P(l,m,x), projector index i = m+1:")
for l in range(4):
    for m in range(4 if l == 0 else 3):
        print(f"  l={l} m={m}: {sp.expand(polynomial(l, m, X))}")
print(f"Largest scaled eigenfunction error: {eigen_error:.1e}")
print(f"Largest 3D Fourier integral error: {cubature_error:.1e} bohr^1.5")
print(f"Local input: Z = {Z:g}, s = {s:g} bohr, C1..C4 = {C} hartree")
print(f"Wavevector = {G:g} bohr^-1, x = G s = {G*s:g}, exp(-x^2/2) = {math.exp(-(G*s)**2/2):.6f}")
print(f"Ionic term: {ionic_closed(G):.6f} hartree bohr^3")
print(f"Ionic term, damped integral: {ionic_damped_limit(G):.6f} hartree bohr^3")
for m, value in enumerate(short_closed(G)):
    print(f"C{m+1} term: P = {polynomial(0, m, G*s):.6f}, value = {value:.6f} hartree bohr^3")
print(f"Local total, closed: {ionic_closed(G) + sum(short_closed(G)):.6f} hartree bohr^3")
direct_total = local_plus_coulomb_direct(G) - 4 * math.pi * Z / G**2
print(f"Local total, quadrature: {direct_total:.6f} hartree bohr^3")
print(f"G=0 finite part, ionic: {finite_ionic:.6f} hartree bohr^3")
print(f"G=0 finite part, short-range: {finite_short:.6f} hartree bohr^3")
print(f"G=0 finite part, quadrature total: {finite_direct:.6f} hartree bohr^3")

# Projectors: normalisation, transform, unitarity and node of the second one.
print("Projectors at 3 bohr^-1; prefactor A and transforms in bohr^1.5:")
for l, width in enumerate(widths):
    x = G * width
    print(f" l={l}: width = {width:g} bohr, x = {x:.1f}, exp(-x^2/2) = {math.exp(-x*x/2):.6f}")
    for i in (1, 2, 3):
        r, w = width * U, width * WU
        assert abs(np.sum(w * r**2 * projector(l, i, width, r) ** 2) - 1) < 1e-11
        qs = np.array([0.4, 1.3, G, 5.5])
        assert np.allclose(projector_direct(l, i, width, qs),
                           projector_closed(l, i, width, qs), rtol=0, atol=1e-10)
        q_all, w_all = legendre_grid(0.0, 12.0 / width)
        total = np.sum(w_all * q_all**2 * projector_direct(l, i, width, q_all) ** 2)
        assert abs(total / (8 * math.pi**3) - 1) < 1e-9
        print(f"  i={i}: A = {prefactor(l, i, width):.6f}, P = {polynomial(l, i-1, x):.6f},"
              f" closed = {projector_closed(l, i, width, G):.6f},"
              f" quadrature = {projector_direct(l, i, width, G)[0]:.6f}")
for l, width in enumerate(widths):
    node = brentq(lambda q: projector_direct(l, 2, width, q)[0], 0.5 / width, 4 / width)
    assert abs(node - math.sqrt(2 * l + 3) / width) < 1e-8
    print(f"Node of i=2 transform, l={l}: {node:.6f} bohr^-1")

# Norm beyond a kinetic-energy cutoff, from both representations.
for energy in (20.0, 40.0):
    q_cut = math.sqrt(2 * energy)
    q_in, w_in = legendre_grid(0.0, q_cut)
    q_out, w_out = legendre_grid(q_cut, q_cut + 12 / widths[0])
    lost = []
    for i in (1, 2, 3):
        outside = np.sum(w_out * q_out**2 * projector_closed(0, i, widths[0], q_out) ** 2)
        inside = np.sum(w_in * q_in**2 * projector_direct(0, i, widths[0], q_in) ** 2)
        outside, inside = outside / (8 * math.pi**3), inside / (8 * math.pi**3)
        assert abs(outside + inside - 1) < 1e-10
        lost.append(outside)
    print(f"Cutoff {energy:g} hartree, q = {q_cut:.4f} bohr^-1: lost norm fraction, l=0, i=1,2,3: "
          + ", ".join(f"{value:.3e}" for value in lost))
assert lost[0] < lost[1] < lost[2]

print("finished without a failed check")
```

Output:

```
Polynomials P(l,m,x), projector index i = m+1:
  l=0 m=0: 1
  l=0 m=1: 3 - x**2
  l=0 m=2: x**4 - 10*x**2 + 15
  l=0 m=3: -x**6 + 21*x**4 - 105*x**2 + 105
  l=1 m=0: 1
  l=1 m=1: 5 - x**2
  l=1 m=2: x**4 - 14*x**2 + 35
  l=2 m=0: 1
  l=2 m=1: 7 - x**2
  l=2 m=2: x**4 - 18*x**2 + 63
  l=3 m=0: 1
  l=3 m=1: 9 - x**2
  l=3 m=2: x**4 - 22*x**2 + 99
Largest scaled eigenfunction error: 3.0e-14
Largest 3D Fourier integral error: 1.6e-15 bohr^1.5
Local input: Z = 4, s = 0.5 bohr, C1..C4 = [-6.0, 1.0, -0.2, 0.02] hartree
Wavevector = 3 bohr^-1, x = G s = 1.5, exp(-x^2/2) = 0.324652
Ionic term: -1.813201 hartree bohr^3
Ionic term, damped integral: -1.813201 hartree bohr^3
C1 term: P = 1.000000, value = -3.834862 hartree bohr^3
C2 term: P = 0.750000, value = 0.479358 hartree bohr^3
C3 term: P = -2.437500, value = 0.311583 hartree bohr^3
C4 term: P = -36.328125, value = -0.464378 hartree bohr^3
Local total, closed: -5.321501 hartree bohr^3
Local total, quadrature: -5.321501 hartree bohr^3
G=0 finite part, ionic: 6.283185 hartree bohr^3
G=0 finite part, short-range: -7.677935 hartree bohr^3
G=0 finite part, quadrature total: -1.394750 hartree bohr^3
Projectors at 3 bohr^-1; prefactor A and transforms in bohr^1.5:
 l=0: width = 0.4 bohr, x = 1.2, exp(-x^2/2) = 0.486752
  i=1: A = 5.985526, P = 1.000000, closed = 2.913468, quadrature = 2.913468
  i=2: A = 3.090912, P = 1.560000, closed = 2.347033, quadrature = 2.347033
  i=3: A = 0.778837, P = 2.673600, closed = 1.013563, quadrature = 1.013563
 l=1: width = 0.5 bohr, x = 1.5, exp(-x^2/2) = 0.324652
  i=1: A = 6.830016, P = 1.000000, closed = 3.326072, quadrature = 3.326072
  i=2: A = 2.308967, P = 2.750000, closed = 3.092148, quadrature = 3.092148
  i=3: A = 0.464120, P = 8.562500, closed = 1.935266, quadrature = 1.935266
 l=2: width = 0.6 bohr, x = 1.8, exp(-x^2/2) = 0.197899
  i=1: A = 5.678368, P = 1.000000, closed = 3.640923, quadrature = 3.640923
  i=2: A = 1.430814, P = 3.760000, closed = 3.449523, quadrature = 3.449523
  i=3: A = 0.239301, P = 15.177600, closed = 2.328822, quadrature = 2.328822
Node of i=2 transform, l=0: 4.330127 bohr^-1
Node of i=2 transform, l=1: 4.472136 bohr^-1
Node of i=2 transform, l=2: 4.409586 bohr^-1
Cutoff 20 hartree, q = 6.3246 bohr^-1: lost norm fraction, l=0, i=1,2,3: 5.090e-03, 2.856e-02, 5.829e-03
Cutoff 40 hartree, q = 8.9443 bohr^-1: lost norm fraction, l=0, i=1,2,3: 1.157e-05, 3.654e-04, 1.018e-03
finished without a failed check
```
